Why absorbed photon spin cannot explain typical ultrafast demagnetization

Take a single charge held by a spring that is equally stiff in all directions of a plane, with friction. Circularly polarized light arrives along z, perpendicular to the plane, so the force on the charge has constant size F₀ and rotates counterclockwise at angular frequency ω. Once transients have died out, the charge moves on a circle of radius R at the same frequency, its displacement lagging behind the force by an angle δ. The torque of the light on the charge is

τ = R F₀ sin δ.

The velocity has size ωR and runs 90° ahead of the displacement, while the force runs δ ahead of it. The absorbed power is therefore

P = F₀ ωR cos(90° − δ) = ωR F₀ sin δ.

Radius, force and lag cancel in the ratio:

τ/P = 1/ω.

While the charge absorbs one photon energy ħω, it receives angular momentum ħ. Reversing the rotation reverses the torque and leaves the power unchanged.

**The belief and its appeal**

When a strong femtosecond laser pulse strikes a thin film of iron, cobalt or nickel, part of the magnetization disappears in well under a picosecond. Magnetization is tied to angular momentum, so angular momentum must have gone somewhere or been cancelled. The belief is that the light did this: each absorbed photon brought ħ, and these contributions cancelled the spins.

Much in this picture is sound. Photons do carry angular momentum, the light arrives at the right time, and turning over one spin one-half changes its projection by just ħ. The number of photons also sounds ample, at about 4 × 10¹⁵ per square centimetre in the case below. What has to be compared, however, is the number of photons with the number of atoms.

**The count**

Let a film of thickness d absorb an energy F per unit area, and let n be its number of atoms per volume. The absorbed photons per area are F/(ħω) and the atoms per area are nd. The number of absorbed photons per atom is their ratio:

ν = F/(ħω n d).

Here F is absorbed, not incident, fluence, and each photon is absorbed singly.

For F = 1 mJ/cm² and ħω = 1.55 eV, a wavelength of 800 nm,

F/(ħω) = 10⁻³ J/cm² / (1.55 × 1.602 × 10⁻¹⁹ J) = 4.03 × 10¹⁵ cm⁻².

Iron has a body-centred cubic cell with two atoms. With lattice constant a = 0.2866 nm,

n = 2/a³ = 8.50 × 10²² cm⁻³.

A thickness of 10 nm is 10⁻⁶ cm, so nd = 8.50 × 10¹⁶ cm⁻², and

ν = 4.03 × 10¹⁵ / 8.50 × 10¹⁶ = 0.047.

About one atom in twenty absorbs a photon.

Now the demand. The atomic moment of iron is roughly m = 2.2 μB. If it is all spin, with g = 2, the spin per atom in units of ħ is

S = m/(gμB) = 2.2/2 = 1.1.

An electron's moment points opposite to its spin. To reduce the spin, the light must therefore supply angular momentum parallel to the magnetization. One circular polarization has the right sign; the other would tend to increase the moment. In the best case every photon has the right sign and passes its full ħ to the spins. The largest fractional reduction is then

f_max = ν/S = 0.0474/1.1 = 4.3%.

A demagnetization of 20% needs 0.20 × 1.1 = 0.22 ħ per atom, which is 4.6 times the supply.

Even this best case is generous. In the electric-dipole approximation the light couples to the electrons through −qE·r, which contains no spin operator. The angular momentum enters the orbital motion first. Spin-orbit coupling must then carry it to the spins, and nothing in the count ensures that all of it arrives there.

**Does every photon bring at most ħ?**

The opening example had circular light and an isotropic spring. A magnetized film responds differently to the two circular polarizations, and the light may have any polarization. The bound needs a derivation that allows for both.

Write the electric field at a point in the film as the real part of E exp(−iωt), and the induced dipole in a small volume as the real part of p exp(−iωt). Averaging over a period gives

P = ½ Re[E*·(−iωp)] = (ω/2) Im[E*·p],

τ = ½ Re[p_x E_y* − p_y E_x*].

The second line is the z component of p × E. Next, split both vectors into circular parts, with s = +1 for counterclockwise and s = −1 for clockwise rotation about z:

e₊ = (x̂ + iŷ)/√2,  e₋ = (x̂ − iŷ)/√2.

Rotating the axes by an angle φ about z multiplies e₊ by exp(−iφ) and e₋ by exp(+iφ). Suppose the film looks the same after such a rotation, and φ is not a multiple of 180°. Its linear response then cannot turn one part into the other, because the two sides of such a relation would acquire different phases. A fourfold axis suffices, since at φ = 90° the phases are −i and +i. Hence

p₊ = α₊E₊,  p₋ = α₋E₋,

where α₊ and α₋ may differ because of the magnetization along z. The circular unit vectors are orthonormal, so the power is a sum of two parts:

P = P₊ + P₋,  P_s = (ω/2) Im(α_s) |E_s|².

For the torque, the Cartesian components are

p_x = (p₊ + p₋)/√2,  p_y = i(p₊ − p₋)/√2,

E_x* = (E₊* + E₋*)/√2,  E_y* = −i(E₊* − E₋*)/√2.

The two products are

p_x E_y* = −(i/2)(p₊E₊* − p₊E₋* + p₋E₊* − p₋E₋*),

p_y E_x* = (i/2)(p₊E₊* + p₊E₋* − p₋E₊* − p₋E₋*).

On subtraction the mixed terms cancel and the others double:

p_x E_y* − p_y E_x* = −i(p₊E₊* − p₋E₋*).

Since Re(−iz) = Im z,

τ = ½ Im(α₊)|E₊|² − ½ Im(α₋)|E₋|² = (P₊ − P₋)/ω.

In a film that absorbs and does not amplify, neither P₊ nor P₋ is negative. Therefore

|τ| ≤ (P₊ + P₋)/ω = P/ω.

This is the bound of ħ per absorbed photon for a linear optical response. For a pulse, the torque and the power integrated over time are sums over its frequencies, and the bound applies to each frequency separately. It holds at each depth, whatever mixture of forward and backward waves is present there, and so it holds for the whole film. Reflection does not spoil it: at normal incidence a reflected circular wave reverses its direction of travel and its handedness relative to that direction, but keeps its sense of rotation about the fixed z axis.

The result was tested by following an oscillator in time. In units of its mass, the spring constant was 1.44, the damping 0.3, the magnetic-type coupling between x and y motion 0.4, and the drive frequency 1.3. The two circular drives gave +1 and −1 ħ per absorbed photon, although the coupling makes their absorption unequal.

**Where the bound fails**

The symmetry condition matters. Suppose the response differs along x and y, with polarizabilities α_x and α_y, and let linear light of amplitude E₀ be polarized at 45°. Then E_x = E_y = E₀/√2, and the general expressions give

τ = (E₀²/4) Re(α_x − α_y),

P = (ωE₀²/4) Im(α_x + α_y).

The angular momentum per absorbed photon, in units of ħ, has size

ω|τ|/P = |Re(α_x − α_y)| / Im(α_x + α_y).

With weak absorption this can be as large as one likes. An oscillator with spring constants 1.0 and 2.56, damping 0.1 and drive frequency 1.3, again per unit mass, gave 5.8. There is no paradox: a birefringent plate changes the polarization of light that it does not absorb, and feels the recoil torque. The count of absorbed photons misses that contribution. It also misses nonlinear processes of Raman type, in which a strong pulse can turn photons of one circular polarization into slightly less energetic photons of the other. Each such conversion transfers 2ħ but deposits little energy.

For the iron film the effect can be sized. Let magnetization in the plane make the dielectric constants along x and y differ by a relative amount Q², where |Q| = 0.04 is a rough magneto-optical parameter. With the film optics used below, the largest change in the transferred angular momentum, over all polarizations and all sampled phases of Q², is 0.02% of the isotropic maximum. Strain or growth could produce a larger optical anisotropy, which would have to be assessed separately.

**Linear light**

Linearly polarized light contains equal amounts of both circular parts. If A₊ and A₋ are the fractions of these parts absorbed by the film, the net angular momentum per atom is

j = νħ (A₊ − A₋)/(A₊ + A₋).

Without magnetization A₊ = A₋, and j vanishes. With magnetization along the beam, a small difference remains.

To estimate it, take rough optical constants for 10 nm of iron on glass: a film index of 3 + 3.3i and a glass index of 1.5. Give the two circular waves dielectric constants ε(1 + Q) and ε(1 − Q), with |Q| = 0.04. The phase of Q was left free, and the largest asymmetry found was 0.96%. This value belongs to the 10 nm film: the same constants give about 3% at 2 nm and 0.3% at 15 nm. The supply is then at most

0.0474 × 0.0096 = 0.00046 ħ per atom.

A 20% loss needs 0.22 ħ, nearly 500 times as much. This is a stronger objection than the count for circular light, because linearly polarized pulses do demagnetize metals. If photon spin were the main supply, linear light would have almost no effect, and reversing circular polarization would turn a loss of magnetization into a gain, though only a small one, because iron at room temperature is already close to saturation.

Effects that depend on handedness are still possible. At fixed incident fluence, for instance, the two circular polarizations deposit slightly different amounts of heat. In this model the difference is up to 1.9% of their mean, twice the asymmetry above. Such an effect uses the photon's handedness to select how much energy is absorbed, and does not need the photon to supply the missing angular momentum.

**Energy is plentiful, angular momentum is not**

The number ν depends on thickness: at fixed absorbed fluence, halving d doubles it. One might hope to rescue the belief with a thinner film or a stronger pulse. Both changes also raise the absorbed energy per atom, u = νħω. Eliminating ν gives

f_max = u/(Sħω).

The thickness has disappeared. A fractional loss f supplied by photon spin costs at least fSħω per atom. Complete cancellation costs

1.1 × 1.55 eV = 1.7 eV per atom,

or 23 mJ/cm² absorbed in the 10 nm film. By the heat model described next, bringing iron from 300 K to its melting temperature of 1811 K takes about 0.54 eV per atom, without the latent heat of melting. At that energy the photon ceiling is

0.54/1.7 = 32%.

In this model, a larger direct loss would require more heat than brings the film to its melting point, if the heat stays in the film. The tabulated heat content of iron is somewhat larger, about 0.61 eV per atom, which puts the ceiling near 36%.

The formula also shows where the argument weakens. At fixed absorbed energy, photons of lower energy are more numerous. At 1 mJ/cm² the film receives u = 0.073 eV per atom, and the ceiling would reach 100% at a photon energy of 0.0735/1.1 = 0.067 eV. For such infrared light the count alone excludes nothing. The argument from linear polarization remains as long as the film has little optical anisotropy in its plane and absorbs the two circular parts almost equally. If the magnetization lies in the plane, the torque of the light along it, estimated below for 800 nm, must also be small.

**A thermal comparison**

How much demagnetization should the same energy cause simply by heating? A mean-field model gives an estimate. Let each atom have spin projections 1, 0 and −1, and let M be their average. An atom with projection σ has energy −JMσ in the field of its neighbours. With h = JM/(kT), the thermal average is

M = (e^h − e^(−h))/(e^h + 1 + e^(−h)).

For small h the right side is 2h/3. A nonzero M first appears when M = 2JM/(3kT_C), so J = 3kT_C/2. The magnetic energy per atom is −½JM², where the factor ½ prevents each pair from being counted twice. Adding the heat of the lattice and the electrons gives

U(T) = 3kT + γT²/(2n) − ¾ kT_C M².

Here 3k is the classical lattice heat capacity. The Curie temperature is T_C = 1043 K, and the electronic coefficient is γ = 700 J/m³K², a rough value. The final temperature follows from U(T) − U(300 K) = u, solved numerically with no heat lost to the glass. Losses are relative to the magnetization at 300 K:

1 mJ/cm²: about 530 K, thermal loss 6%, photon ceiling 4.3%.
2 mJ/cm²: about 730 K, thermal loss 20%, photon ceiling 8.6%.
3 mJ/cm²: about 900 K, thermal loss 43%, photon ceiling 12.9%.

At 1 mJ/cm² the two numbers are not far apart. The count for circular light is then a modest objection, and below about 0.5 mJ/cm² the model's thermal loss is smaller than the photon ceiling. There the count alone cannot rule out photon spin. Above this crossover the gap widens over the fluences listed: from 1 to 3 mJ/cm² the ceiling triples, while the model's thermal loss grows about sevenfold.

The model describes a common final temperature, not the first few hundred femtoseconds. If all the energy of the 1 mJ/cm² pulse stayed in the electrons, with γ held constant, they would reach about 1700 K. The transient loss can therefore differ from the values above. The spin-one curve also falls faster with temperature than the magnetization of real iron. With the tabulated heat content of iron and an empirical fit to its measured bulk magnetization curve, the equilibrium losses are about 5%, 15% and 34% at 1, 2 and 3 mJ/cm², and the crossover moves up to roughly 0.75 mJ/cm². At 1 mJ/cm² the thermal loss then barely exceeds the photon ceiling.

**The real film**

The parameters describe a thin iron film under a near-infrared femtosecond laser. Measured losses in ferromagnetic metal films at absorbed fluences of a few mJ/cm² are, very roughly, some tens of percent. The optical constants used here give an absorptance of 38%, so 1 mJ/cm² absorbed requires 2.6 mJ/cm² incident; an oxide or capping layer would change this. Absorption is nearly even through the film, from 0.049 photon per atom at the front to 0.047 at the back. Counting a rough orbital moment of 0.08 μB separately raises the angular momentum per atom by about 4%. If the spin and orbital parts shrink in proportion, this lowers the ceiling slightly.

The direction of the magnetization matters too. The best case places it along the beam, whereas a 10 nm iron film without an applied field normally has it in the plane. Photon spin at normal incidence is then perpendicular to the atomic spin. If all of it were transferred, the spin would tilt by

arctan(0.0474/1.1) = 2.5°,

and, for a spin of fixed length, its component along the original direction would shrink by only about 0.1%. Magnetization in the plane also gives the light field a small component along z inside the film, and with it a torque along the magnetization. For |Q| = 0.04 and the film optics used here, this torque supplies at most about 0.04 ħ per absorbed photon, or 0.2% of the spin. That maximum belongs to linear light polarized across the magnetization, for which a 20% loss needs about 120 times the supply; circular light gives half as much. With tilt and torque taken together at the best polarization, the direct reduction falls from 4.3% to about 0.2% at most.

**Where the angular momentum goes**

Conservation along the direction of the magnetization can be written as a balance of changes:

ΔJ(spin) + ΔJ(orbital) + ΔJ(lattice) + ΔJ(carried out) = J(from light).

For linear light and a linear optical response, the right side is nearly zero in the film above, so a large change of spin must be balanced by the other terms on the left. Heating the electrons through their Coulomb repulsion is not enough by itself, because that interaction contains no spin operator and conserves the total spin. Spin-orbit coupling can pass angular momentum to the orbital motion and the lattice. If the film touches another conductor, moving electrons can also carry spin out of it; glass and air do not allow this. The photon count does not tell us how the loss is shared between these channels. For the film above, with a linear optical response and little optical anisotropy in its plane, it does show, both for linear light and for circular light when the loss is far above the photon ceiling, that most of the angular momentum is exchanged with something other than the light. The pulse then acts mainly as a source of energy. The numerical output below lists the main inputs and results.

Table of computed values

```
Absorbed fluence: 1 mJ/cm2
Photon energy: 1.55 eV
Wavelength: 799.9 nm
Film thickness: 10 nm
Iron lattice constant: 0.2866 nm
Atomic density: 8.496e+22 cm^-3
Absorbed photons per area: 4.027e+15 cm^-2
Atoms per area: 8.496e+16 cm^-2
Absorbed photons per atom: 0.0474
Atomic-plane average: 0.0474 photon/atom
Absorbed energy per atom: 0.07347 eV
Rough iron moment: 2.2 muB/atom
Spin per atom: 1.1 hbar
Photon-spin ceiling: 4.309 %
Chosen demagnetization: 20 %
Spin needed for chosen drop: 0.22 hbar/atom
Needed / available spin: 4.642
Oscillator, spin + per photon: 1 hbar
Oscillator, spin - per photon: -1 hbar
Birefringent counterexample: 5.847 hbar/photon
Film index, real part: 3
Film index, imaginary part: 3.3
Glass index: 1.5
Film absorptance: 37.9 %
Incident fluence: 2.639 mJ/cm2
Front photons per atom: 0.04863
Back photons per atom: 0.04686
Rough magneto-optical |Q|: 0.04
Largest circular dichroism: 0.9635 %
Linear-light spin ceiling: 0.000457 hbar/atom
Weak-anisotropy correction: 0.0192 %
In-plane moment maximum tilt: 2.47 degree
Orbital change of total J: 3.64 %
Initial temperature: 300 K
Curie temperature used: 1043 K
Electron heat coefficient: 700 J/m3/K2
Peak electron T, no cooling: 1717 K
Magnetic entropy / k: 1.098
ln 3: 1.099
F=1 mJ/cm2: T=533 K, thermal=6.3 %, photon=4.3 %
F=2 mJ/cm2: T=731 K, thermal=20.0 %, photon=8.6 %
F=3 mJ/cm2: T=905 K, thermal=43.2 %, photon=12.9 %
Crossover absorbed fluence: 0.455 mJ/cm2
Full cancellation fluence: 23.21 mJ/cm2
Full cancellation energy: 1.705 eV/atom
Melting temperature used: 1811 K
Heat to melting point: 0.539 eV/atom
Photon ceiling at that heat: 31.6 %
```
